# Dopant Solid Solubility from Equilibrium with a Competing Precipitate

## What is missing without a precipitate and a charge balance

The free energy needed to put a dopant atom on a host site does not by itself determine a solubility. It must be compared with the free energy the atom has elsewhere, and until that other place is named the equilibrium concentration has no definite value. If the wrong competing phase is named, the result is a metastable limit. If the dopant's own carriers are ignored, the error can be larger still. In the model semiconductor treated below, keeping the Fermi level at its intrinsic position gives an ionized donor solubility of $9.7\times10^{19}\ \mathrm{cm^{-3}}$, whereas charge neutrality reduces it to $2.8\times10^{19}\ \mathrm{cm^{-3}}$.

Consider a donor D that substitutes for atoms of a host h at fixed temperature $T$ and low pressure. The crystal coexists with a bulk stoichiometric precipitate h$_a$D$_b$; $a=0$ describes pure dopant. Let $r=a/b$ be the number of host atoms per dopant in the precipitate, and $g_{\rm ppt}$ its free energy per formula unit. The solubility is the density of isolated substitutional donors, ionized and neutral together. Clusters are a separate species, discussed at the end.

## First derivation: equality of chemical potentials

### The equilibrium condition

Let $\mu_h$ and $\mu_D$ be the free energies gained by the crystal when one neutral host or dopant atom is added to it. Dissolving one formula unit changes the free energy of the closed system by

$$
\Delta G=a\mu_h+b\mu_D-g_{\rm ppt}.
$$

If $\Delta G<0$ the precipitate dissolves; if $\Delta G>0$ it grows. When both phases are present and neither changes,

$$
a\mu_h+b\mu_D=g_{\rm ppt}. \tag{1}
$$

### An uncharged dopant

Take first a dopant with no charge states. A crystal of $N_h$ host and $N_D$ dopant atoms has $(N_h+N_D)!/(N_h!\,N_D!)$ arrangements. Let $g_h$ be the free energy per atom of the pure host and $g_s$ that of a substitutional dopant without configurational entropy. For noninteracting dopants, Stirling's formula gives

$$
G=N_hg_h+N_Dg_s+kT\left[N_D\ln x+N_h\ln(1-x)\right],
$$

with $x=N_D/(N_h+N_D)$. To differentiate, write the bracket as $N_D\ln N_D+N_h\ln N_h-S\ln S$ with $S=N_h+N_D$. Its derivative with respect to $N_D$ is $(\ln N_D+1)-(\ln S+1)=\ln x$, and similarly for $N_h$. Hence

$$
\mu_D=g_s+kT\ln x,\qquad \mu_h=g_h+kT\ln(1-x).
$$

Insert these in (1), divide by $bkT$ and exponentiate:

$$
x(1-x)^r=z,\qquad
z=\exp\left[-\frac{g_s+rg_h-g_{\rm ppt}/b}{kT}\right]. \tag{2}
$$

For an elemental precipitate $r=0$ and $x=z$, without a dilute approximation in this ideal model. For $r>0$ the left side has its maximum where $1/x=r/(1-x)$, that is at $x=1/(1+r)$, with value $r^r/(1+r)^{1+r}$. A dilute solution in equilibrium with the precipitate therefore requires $z$ below this value, and it is the smaller root. For a 1:1 compound,

$$
x=\frac{1-\sqrt{1-4z}}{2}=z+z^2+\cdots .
$$

At $z=0.05$ this gives $x=0.0528$, so the dilute law $x=z$ is about 5% below the root.

In the dilute limit $\mu_h$ becomes $g_h$, and (1) fixes the dopant potential:

$$
\mu_D^*=\frac{g_{\rm ppt}-ag_h}{b}. \tag{3}
$$

From here on, corrections of relative order $x$ and of the order of the number of carriers per host site are dropped.

### A donor that can ionize

Let $N$ be the host site density, $N_+$ and $N_0$ the densities of ionized and neutral donors, and $n$ and $p$ those of electrons and holes. The band edges are $E_c$ and $E_v$, with effective densities of states $N_c$ and $N_v$. The ion has free energy $g_+$ without configurational entropy. A neutral donor has one more electron, in a level $E_d$, and two spin states. A fixed density $A$ of ionized acceptors may also be present.

For dilute donors and Boltzmann carriers the free energy per volume, apart from constants, is

$$
\begin{aligned}
f={}&N_+\left[g_++kT\left(\ln\frac{N_+}{N}-1\right)\right]\\
&+N_0\left[g_++E_d+kT\left(\ln\frac{N_0}{2N}-1\right)\right]\\
&+n\left[E_c+kT\left(\ln\frac{n}{N_c}-1\right)\right]\\
&+p\left[-E_v+kT\left(\ln\frac{p}{N_v}-1\right)\right].
\end{aligned}
$$

The 2 beside $N$ is the spin degeneracy. The sign of $E_v$ is negative because making a hole removes an electron from the valence band.

The precipitate supplies dopants at $\mu_D^*$, so the quantity to minimize is $f-\mu_D^*(N_++N_0)$, subject to neutrality,

$$
n+A=N_++p. \tag{4}
$$

Attach a multiplier $E_F$ and make

$$
f-\mu_D^*(N_++N_0)-E_F(n+A-N_+-p)
$$

stationary. Since the derivative of $y[\ln(y/c)-1]$ is $\ln(y/c)$, the four conditions are

$$
\begin{aligned}
E_c+kT\ln(n/N_c)&=E_F,\\
-E_v+kT\ln(p/N_v)&=-E_F,\\
g_++E_F+kT\ln(N_+/N)&=\mu_D^*,\\
g_++E_d+kT\ln(N_0/2N)&=\mu_D^*.
\end{aligned}
$$

The first shows that the multiplier is the Fermi level. The third says that a neutral atom can enter as an ion plus an electron placed at $E_F$. The fourth gives at once

$$
N_0=2N\exp\left[-\frac{g_++E_d-\mu_D^*}{kT}\right], \tag{5}
$$

which contains no Fermi level: a neutral atom leaves the precipitate and a neutral donor appears.

For the ions, let $E_i$ be the Fermi level at which $n=p=n_i$. The first two conditions give

$$
np=n_i^2=N_cN_v e^{-(E_c-E_v)/kT},\qquad
n=n_ie^{(E_F-E_i)/kT}.
$$

Define the ionized solubility at the intrinsic Fermi level,

$$
C_i=N\exp\left[-\frac{g_++E_i-\mu_D^*}{kT}\right]. \tag{6}
$$

The third condition then reads $N_+=C_ie^{-(E_F-E_i)/kT}$. Multiplying by $n$ cancels the Fermi level:

$$
N_+n=C_in_i. \tag{7}
$$

Substitute $N_+=C_in_i/n$ and $p=n_i^2/n$ in (4) and multiply by $n$:

$$
n^2+An-n_i^2-C_in_i=0.
$$

The product of the roots is negative, so one root is positive:

$$
n=-\frac A2+\sqrt{\frac{A^2}{4}+n_i^2+C_in_i},\qquad N_+=\frac{C_in_i}{n}. \tag{8}
$$

The solubility is $N_0+N_+$. Without acceptors,

$$
N_+=\frac{C_i}{\sqrt{1+C_i/n_i}}. \tag{9}
$$

### Limits and the effect of acceptors

If $C_i\ll n_i$, the donors hardly alter the carrier density and $N_+\to C_i$. If $C_i\gg n_i$, nearly every electron comes from a donor, and $N_+\to\sqrt{C_in_i}$. In the first limit $N_+$ varies as $e^{\mu_D^*/kT}$, in the second as $e^{\mu_D^*/2kT}$. The electrons released by dissolved donors raise $E_F$ and make each further ion more costly. The neutral density keeps the full exponential throughout.

Acceptors work the other way. Write the quadratic as

$$
n-\frac{n_i^2+C_in_i}{n}=-A.
$$

The left side increases with $n$, so a larger $A$ means a smaller $n$ and, by (7), a larger $N_+$. For $A\gg2\sqrt{n_i^2+C_in_i}$ the term $n$ on the left is negligible, so that

$$
n\simeq\frac{n_i(n_i+C_i)}{A},\qquad
N_+\simeq A\,\frac{C_i}{C_i+n_i}.
$$

The ionized solubility then follows the acceptor density. This holds while the acceptors stay dissolved, ionized and unpaired with the donors, while the solution remains dilute, and while the holes, of density $p\simeq An_i/(C_i+n_i)$, stay well below $N_v$. Once the holes become degenerate, $N_+$ exceeds this estimate.

### Which precipitate sets the limit

Suppose several phases could form, each with its own $\mu_D^*$ from (3). In the dilute limit, moving one dopant from phase 1 to phase 2, with host atoms exchanged with the crystal, changes the free energy by $\mu_{D,2}^*-\mu_{D,1}^*$. The stable precipitate is therefore the one with the lowest $\mu_D^*$.

It also gives the lowest solubility. Equation (5) shows that $N_0$ rises with $\mu_D^*$. By (6), so does $C_i$, and by (8), so does $n$. Neutrality gives $N_+=n+A-n_i^2/n$, which increases with $n$. Both parts of the solubility thus increase with $\mu_D^*$. A phase of higher $\mu_D^*$ can set a metastable limit if the stable one fails to nucleate.

## Second derivation: counting the states of a box

The same result follows from the relative probabilities of particle numbers, without introducing a Fermi level.

### The uncharged dopant again

Let a crystal start with $H$ host atoms and take dopants from the precipitate. With $N_D$ dopants dissolved, it has also received $rN_D$ host atoms. For integer $r$, the relative probability of $N_D$ is

$$
w(N_D)=\binom{H+(1+r)N_D}{N_D}z^{N_D}.
$$

For an elemental precipitate the sum can be done:

$$
\sum_{N_D=0}^{\infty}\binom{H+N_D}{N_D}z^{N_D}=(1-z)^{-(H+1)}.
$$

Applying $z\,d/dz$ to its logarithm gives the mean

$$
\langle N_D\rangle=(H+1)\frac{z}{1-z}.
$$

For large $H$ the ratio of dopant to host atoms is $z/(1-z)$, so the site fraction is $z$, as found before.

For $r>0$, compare neighbouring terms. Let $S=H+(1+r)N_D$ be the number of sites and $H'=H+rN_D$ the number of host atoms. Adding one dopant multiplies $S!$ by $r+1$ factors close to $S$, divides by one factor close to $N_D$, and divides by $r$ factors close to $H'$:

$$
\frac{w(N_D+1)}{w(N_D)}\simeq\frac{S^{1+r}}{N_D(H')^r}\,z=\frac{z}{x(1-x)^r}.
$$

At the most probable composition this ratio is 1, which is (2). Explicit summation for $z=0.05$ gives site fractions of 0.0500 for $r=0$ and 0.0528 for $r=1$, in agreement with the formula.

### Ions and carriers

Now take a dilute crystal in a box of volume $V$ with $M=NV$ sites. It contains $\nu_+$ ions, $\nu_0$ neutral donors, $\nu_e$ electrons, $\nu_h$ holes and $AV$ acceptors. A neutral configuration has the weight

$$
\begin{aligned}
W={}&\frac{M!\;2^{\nu_0}}{\nu_+!\,\nu_0!\,(M-\nu_+-\nu_0)!}\\
&\times e^{-[\nu_+(g_+-\mu_D^*)+\nu_0(g_++E_d-\mu_D^*)]/kT}\\
&\times\frac{(N_cVe^{-E_c/kT})^{\nu_e}}{\nu_e!}\,\frac{(N_vVe^{E_v/kT})^{\nu_h}}{\nu_h!}.
\end{aligned}
$$

The first line counts placements and spins. The second contains the free energy of each dopant relative to the precipitate. The third treats the carriers as dilute gases of indistinguishable particles.

Adding an ion and an electron together preserves neutrality and changes the weight by the factor

$$
\frac{(M-\nu_+-\nu_0)\,N_cV}{(\nu_++1)(\nu_e+1)}\,
e^{-(g_++E_c-\mu_D^*)/kT}.
$$

Multiply by $(\nu_++1)(\nu_e+1)$ and sum over all configurations. On the left, each configuration with at least one ion and one electron is reached once, weighted by its own product $\nu_+\nu_e$; configurations without such a pair contribute zero to the average anyway. Therefore

$$
\langle\nu_+\nu_e\rangle=N_cV\,e^{-(g_++E_c-\mu_D^*)/kT}\,
\langle M-\nu_+-\nu_0\rangle. \tag{10}
$$

For a dilute solution the last average is $M=NV$. For a large box the fluctuations are small relative to the means, so the average of the product becomes the product of the averages. Division by $V^2$ gives

$$
N_+n=NN_c\,e^{-(g_++E_c-\mu_D^*)/kT}.
$$

To compare with (7), use $n_i=N_ce^{-(E_c-E_i)/kT}$. In the product $C_in_i$ the energy $E_i$ cancels and this same right side remains.

The same argument applied to adding one neutral donor gives

$$
\langle\nu_0\rangle=2e^{-(g_++E_d-\mu_D^*)/kT}\langle M-\nu_+-\nu_0\rangle,
$$

which becomes (5). Adding an electron and a hole gives

$$
\langle\nu_e\nu_h\rangle=N_cN_vV^2e^{-(E_c-E_v)/kT},
$$

which becomes $np=n_i^2$. Every configuration in the sum satisfies neutrality, so its average is (4). The equations are those of the first derivation, and the solution is again (8).

## A model semiconductor at 1300 K

The parameters are round values and describe no particular material. The gap is 0.70 eV, both effective densities of states are $2.0\times10^{20}\ \mathrm{cm^{-3}}$, and $N=5.0\times10^{22}\ \mathrm{cm^{-3}}$. With $E_v=0$, the donor level is at 0.65 eV and $g_+=0.25$ eV. An elemental phase has $\mu_D^*=0$ and a 1:1 compound has $\mu_D^*=-0.10$ eV, so the compound is stable.

Here $kT=0.1120$ eV and $E_i=0.35$ eV. Intermediate values are shown rounded, but the results are computed from unrounded ones. The intrinsic density is

$$
n_i=2.0\times10^{20}\,e^{-0.35/0.1120}=8.79\times10^{18}\ \mathrm{cm^{-3}}.
$$

For the compound, the exponent in (6) is $(0.25+0.35+0.10)/0.1120=6.25$, so

$$
C_i=5.0\times10^{22}\,e^{-6.25}=9.67\times10^{19}\ \mathrm{cm^{-3}}.
$$

The ratio $C_i/n_i$ is 10.99, and without acceptors

$$
N_+=\frac{9.67\times10^{19}}{\sqrt{1+10.99}}=2.79\times10^{19}\ \mathrm{cm^{-3}}.
$$

The strongly extrinsic estimate $\sqrt{C_in_i}=2.92\times10^{19}\ \mathrm{cm^{-3}}$ is already close. The electron density is $3.05\times10^{19}\ \mathrm{cm^{-3}}$, the sum of the ions and $0.25\times10^{19}\ \mathrm{cm^{-3}}$ holes. From (5),

$$
N_0=2(5.0\times10^{22})\,e^{-(0.25+0.65+0.10)/0.1120}
=1.33\times10^{19}\ \mathrm{cm^{-3}}.
$$

The solubility is therefore $4.12\times10^{19}\ \mathrm{cm^{-3}}$, a site fraction of $8.2\times10^{-4}$, with 68% of the dissolved donors ionized. The neutral share is appreciable because the Fermi level, at 0.489 eV, lies only 0.16 eV below the assumed donor level. This share should not be carried over to real shallow donors. When the binding energy is below $kT$, as the 0.05 eV here is, and the carriers are this dense, screening weakens the bound state and a neutral donor is no longer clearly distinct from an ion with a free electron nearby. Equation (5) with a fixed level can then greatly overestimate the neutral density.

If the compound does not form, the elemental phase gives the metastable limit $7.72\times10^{19}\ \mathrm{cm^{-3}}$. Its higher potential multiplies $C_i$ and $N_0$ by $e^{0.10/0.1120}=2.44$, but $N_+$ by 1.60, near the square root expected when $C_i\gg n_i$. Conversely, at the compound limit the dopant activity relative to the elemental phase is 0.41, so that phase would dissolve. Direct minimization of the closed-system free energy, with both precipitates allowed, selects the compound and reproduces the total $4.12\times10^{19}\ \mathrm{cm^{-3}}$.

With $A=2.0\times10^{19}\ \mathrm{cm^{-3}}$ and the compound present, (8) gives $n=2.205\times10^{19}$ and $N_+=3.855\times10^{19}\ \mathrm{cm^{-3}}$. More donors dissolve, yet there are fewer free electrons than without acceptors: the extra donors compensate only part of the added negative charge.

## What each derivation assumes

Both derivations assume equilibrium between crystal and precipitate, noninteracting donors and a bulk precipitate of fixed composition. They differ in what they need beyond this.

The first needs a system large enough for smooth free energies. In return, its chemical-potential conditions separate the dopant from the statistics of the bands. If the carriers are not dilute, $N_+=C_ie^{-(E_F-E_i)/kT}$ survives, and the Boltzmann expressions for $n$ and $p$ are replaced by Fermi–Dirac integrals. Products such as (7) then no longer hold. In the example this lowers $N_+$ to $2.72\times10^{19}\ \mathrm{cm^{-3}}$, 2.6% below the Boltzmann value. At a given $E_F$ the conduction band holds fewer electrons than Boltzmann statistics predicts, so neutrality requires a higher $E_F$, which makes ions more costly.

The second derivation needs an explicit list of states, and the weight used here builds in Boltzmann carriers. In return, it applies to a finite box and shows where large size enters: in replacing $\langle\nu_+\nu_e\rangle$ by a product of means. Summing the weights for a small box gives $N_+=2.788\times10^{19}\ \mathrm{cm^{-3}}$, against $2.791\times10^{19}$ from (9). Of this 0.13% difference, about 0.08% comes from the finite size and the rest from the factor $M-\nu_+-\nu_0$. That factor is not the true correction of order $x$. It arises from holding the number of sites fixed, and for an uncharged dopant it would give $x/(1-x)=z$ instead of (2). The weight $W$ and equation (10) therefore describe equilibrium with the precipitate only to leading order in $x$.

Neither derivation includes screening, gap narrowing or strain, which make $g_+$, $E_d$ or the band edges depend on concentration. The equilibrium must then be solved self-consistently. At the densities of the example these effects are not small. A Debye–Hückel estimate with a relative permittivity of 12 to 16, with the shifts counted from the intrinsic crystal, raises $N_+$ by roughly 6% to 36%, depending on the permittivity and the assumed distance of closest approach. This is more than the Fermi–Dirac correction and of opposite sign, so the quoted digits belong to the ideal model only. For a small precipitate, $g_{\rm ppt}$ in (1) and (3) must be increased by the surface energy released when one formula unit is removed, which raises the solubility. For a sphere with constant surface tension this is two thirds of the average surface energy per formula unit. Neutral dopant clusters in a dilute solution would add their own term to $f$ but leave the conditions for $N_+$ and $N_0$ unchanged while the precipitate holds $\mu_D^*$ fixed. They would add to the total dopant content, not to the ionized density. Charged clusters would also enter (4) and shift $N_+$.

The result refers to the temperature at which the phases equilibrate. After a rapid quench the donors may be frozen in place while the carriers readjust. The dissolved density is then inherited from the high temperature, but the ionized share must be recalculated at the new one. The numerical output below lists the values and comparisons for this model.

## Values computed for the example and the checks

```
INPUTS
temperature: 1300 K
kT: 0.11203 eV
host site density N: 5.000e+22 cm^-3
effective conduction band density: 2.000e+20 cm^-3
effective valence band density: 2.000e+20 cm^-3
band gap: 0.70 eV
donor level E_d above valence edge: 0.65 eV
ion free energy g_ion: 0.25 eV
dopant potential, elemental phase: 0.00 eV
dopant potential, 1:1 compound: -0.10 eV
COMPOUND PRECIPITATE (stable)
intrinsic Fermi level E_i: 0.350 eV
intrinsic carrier density n_i: 8.794e+18 cm^-3
exponent (g_ion+E_i-mu)/kT: 6.2486 (no unit)
C_i: 9.666e+19 cm^-3
C_i/n_i: 10.992 (no unit)
electron density n: 3.045e+19 cm^-3
hole density: 2.539e+18 cm^-3
Fermi level: 0.4891 eV
ionized solubility: 2.791e+19 cm^-3
strongly extrinsic estimate sqrt(C_i n_i): 2.915e+19 cm^-3
neutral solubility: 1.328e+19 cm^-3
total solubility: 4.119e+19 cm^-3
total as site fraction: 8.239e-04 (no unit)
ionized share of dissolved donors: 67.8 %
total from free-energy minimization: 4.119e+19 cm^-3
ELEMENTAL PRECIPITATE (metastable)
C_i: 2.360e+20 cm^-3
electron density n: 4.640e+19 cm^-3
ionized solubility: 4.473e+19 cm^-3
neutral solubility: 3.243e+19 cm^-3
total solubility: 7.716e+19 cm^-3
ratio of C_i, elemental/compound: 2.442 (no unit)
ratio of ionized, elemental/compound: 1.603 (no unit)
dopant activity vs element at compound limit: 0.410 (no unit)
WITH ACCEPTORS, COMPOUND PRECIPITATE
acceptor density A: 2.000e+19 cm^-3
electron density n: 2.205e+19 cm^-3
ionized solubility: 3.855e+19 cm^-3
total solubility: 5.183e+19 cm^-3
canonical sum, ionized, A=0: 2.788e+19 cm^-3
canonical sum, neutral, A=0: 1.327e+19 cm^-3
canonical sum, ionized, with A: 3.851e+19 cm^-3
CHECKS OF APPROXIMATIONS
ionized solubility, Fermi-Dirac: 2.720e+19 cm^-3
change from Boltzmann value: -2.56 %
uncharged test, z: 0.050 (no unit)
r=0: site fraction counted 0.05000, formula 0.05000
r=1: site fraction counted 0.05279, formula 0.05279
```
